# The isobaric semi-grand ensemble and mass factors in identity swaps: a numerical check

```python
"""Isobaric semi-grand ensemble of an off-lattice binary alloy.

Result under test: with fugacity fractions xi_i = f_i / F, F = sum f_i,
  Xi = (1/N!) sum_identities int dV/V0 exp(-beta P V) int dr exp(-beta U) prod xi
     = (beta F)^(-N)   for large N,
and an identity swap i -> j that maps p to (m_j/m_i)^a p is accepted with
  min(1, (m_j/m_i)^(3a) exp(beta (mu_j - mu_i) - beta dU - beta dK)).
a = 1/2 is velocity rescaling: dK = 0 and the mass factor is (m_j/m_i)^(3/2).

Model: periodic cell of area A and length L, V = A L. Axial neighbours interact
by Lennard-Jones functions of their axial gap; transverse motion is free.
theta = beta P A; K0, K1 are the gap integrals of exp(-beta u - theta r) times
1 and r. Hartree atomic units. Species indices 0 and 1 are printed as 1 and 2.
"""
import math
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq

kT = 0.004
beta = 1 / kT
pressure = 1.0e-4
area = 25.0
mass = np.array([50000.0, 125000.0])
eps_pair = np.array([0.010, 0.011, 0.008])    # pairs 1-1, 1-2, 2-2
sig_pair = np.array([5.00, 5.15, 5.30])
xi2 = 0.6
n_atoms = 6
theta0 = beta * pressure * area
ratio21 = mass[1] / mass[0]
wavelength = np.sqrt(2 * np.pi / (mass * kT))
delta_mu = kT * (math.log(xi2 / (1 - xi2))
                 + 3 * math.log(wavelength[1] / wavelength[0]))

# ---------- exact treatment of the model ----------
r_grid = np.linspace(2.0, 82.0, 40001)


def gap_integrals(theta):
    k0, k1 = np.zeros((2, 2)), np.zeros((2, 2))
    for a in range(2):
        for b in range(2):
            q = (sig_pair[a + b] / r_grid) ** 6
            w = np.exp(-beta * 4 * eps_pair[a + b] * (q * q - q) - theta * r_grid)
            k0[a, b] = simpson(w, x=r_grid)
            k1[a, b] = simpson(w * r_grid, x=r_grid)
    return k0, k1


K0, K1 = gap_integrals(theta0)


def ring_sum(weights, n, k0=K0, k1=K1):
    m0, m1 = k0 * weights, k1 * weights
    return np.trace(np.linalg.matrix_power(m0, n - 1) @ m1)


def composition_terms(n):
    """Canonical ring sums, resolved by the number of atoms of species 2."""
    poly = np.zeros((2, 2, n + 1))
    poly[:, 0, 0], poly[:, 1, 1] = K1[:, 0], K1[:, 1]
    for _ in range(n - 1):
        prod = np.einsum('acn,cb->abn', poly, K0)
        poly = np.zeros_like(prod)
        poly[:, 0] = prod[:, 0]
        poly[:, 1, 1:] = prod[:, 1, :-1]
    return poly[0, 0] + poly[1, 1]


def exact_composition(xi, n):
    k = np.arange(n + 1)
    w = composition_terms(n) * xi ** k * (1 - xi) ** (n - k)
    return (k * w).sum() / (n * w.sum())


def exact_volume(xi, n):
    h = 1e-4 * theta0
    w = np.array([1 - xi, xi])
    up = math.log(ring_sum(w, n, *gap_integrals(theta0 + h)))
    down = math.log(ring_sum(w, n, *gap_integrals(theta0 - h)))
    return -area * (up - down) / (2 * h * n)


def large_system(xi):
    """Largest eigenvalue and composition for an infinite number of atoms."""
    root = np.sqrt(np.array([1 - xi, xi]))
    val, vec = np.linalg.eigh(root[:, None] * K0 * root)
    return val[-1], vec[1, -1] ** 2


# Sum over compositions and labelled orderings, with masses and chemical
# potentials, against the identity-string form with fugacity fractions.
n_small = 5
total = 0.0
for n2 in range(n_small + 1):
    kind = [0] * (n_small - n2) + [1] * n2
    integral = 0.0
    for rest in permutations(range(1, n_small)):
        order = (0,) + rest
        bonds = [(kind[order[i]], kind[order[(i + 1) % n_small]])
                 for i in range(n_small)]
        product = math.prod(K0[b] for b in bonds)
        integral += product * sum(K1[b] / K0[b] for b in bonds)
    total += (math.exp(beta * delta_mu * n2) * integral
              / (math.factorial(n2) * math.factorial(n_small - n2))
              / wavelength[0] ** (3 * (n_small - n2)) / wavelength[1] ** (3 * n2))
log_direct = math.log(total)
log_fugacity = (math.log(ring_sum(np.array([1 - xi2, xi2]), n_small))
                - n_small * math.log((1 - xi2) * wavelength[0] ** 3))
assert abs(log_direct - log_fugacity) < 1e-9

# Ideal gas: quadrature over volume must give F = P when V0 = kT / P.
ideal = quad(lambda y: y ** n_atoms * math.exp(-y) / math.factorial(n_atoms),
             0, 80)[0]
ideal_F_over_P = ideal ** (-1 / n_atoms)
assert abs(ideal_F_over_P - 1) < 1e-8

# Slope of ln Xi along the line xi1 + xi2 = 1.
h = 1e-5
slope = (math.log(ring_sum(np.array([1 - xi2 - h, xi2 + h]), n_atoms))
         - math.log(ring_sum(np.array([1 - xi2 + h, xi2 - h]), n_atoms))) / (2 * h)
x_exact = exact_composition(xi2, n_atoms)
slope_formula = n_atoms * (x_exact - xi2) / (xi2 * (1 - xi2))
assert abs(slope - slope_formula) < 1e-6

# Canonical chemical potentials from adding and removing atoms.
x_target = 0.4
xi_target = brentq(lambda z: large_system(z)[1] - x_target, 1e-6, 1 - 1e-6)
lam = large_system(xi_target)[0]
mu_semigrand = np.log(np.array([1 - xi_target, xi_target])
                      * wavelength ** 3 / (area * lam))
mu_errors = []
for n in (50, 200):
    n2 = round(x_target * n)
    more, less = composition_terms(n + 1), composition_terms(n - 1)
    mu_canonical = np.array([
        -0.5 * math.log(more[n2] / less[n2]),
        -0.5 * math.log(more[n2 + 1] / less[n2 - 1])])
    mu_canonical += 3 * np.log(wavelength) - math.log(area)
    mu_errors.append(np.abs(mu_canonical - mu_semigrand).max())
assert mu_errors[1] < 0.01 and mu_errors[1] < 0.5 * mu_errors[0]

# Integration over the fugacity fraction from pure 1 to pure 2.
log_F_integral = quad(lambda z: (z - large_system(z)[1]) / (z * (1 - z)), 0, 1)[0]
log_F_pure = math.log(K0[0, 0] / K0[1, 1])
assert abs(log_F_integral - log_F_pure) < 1e-6


# ---------- momentum averages at a swap ----------
def maxwell_average(func, m):
    p = np.linspace(0, 20 * math.sqrt(m * kT), 20001)
    w = p * p * np.exp(-beta * p * p / (2 * m))
    return simpson(w * func(p), x=p) / simpson(w, x=p)


for i, j in ((0, 1), (1, 0)):
    r = mass[j] / mass[i]
    for a in (0.0, 0.3, 1.0):
        mean = maxwell_average(lambda p: r ** (3 * a) * np.exp(
            -beta * p * p / 2 * (r ** (2 * a) / mass[j] - 1 / mass[i])), mass[i])
        assert abs(mean / r ** 1.5 - 1) < 1e-7
heat = {}
for a in (0.0, 1.0):
    heat[a] = sum(maxwell_average(lambda p: beta * p * p / 2 * (
        (mass[j] / mass[i]) ** (2 * a) / mass[j] - 1 / mass[i]), mass[i])
        for i, j in ((0, 1), (1, 0)))
    assert abs(heat[a] - 1.5 * (ratio21 - 1) ** 2 / ratio21) < 1e-7

# ---------- swaps alternating with molecular dynamics ----------
n_rep, n_sweep, n_burn = 1000, 450, 100
time_step, n_steps, memory = 200.0, 6, 0.7
rows = np.arange(n_rep)


def gaps(x, length):
    g = np.roll(x, -1, axis=1) - x
    g[:, -1] += length
    return g


def pair_parameters(s):
    index = s + np.roll(s, -1, axis=1)
    return eps_pair[index], sig_pair[index]


def energy(x, length, par):
    g = gaps(x, length)
    q = (par[1] / g) ** 2
    q = q * q * q
    u = (4 * par[0] * (q * q - q)).sum(axis=1)
    return np.where(g.min(axis=1) > 0, u, np.inf)


def force(x, length, par):
    g = gaps(x, length)
    q = (par[1] / g) ** 2
    q = q * q * q
    tension = 4 * par[0] * (6 * q - 12 * q * q) / g
    return tension - np.roll(tension, 1, axis=1)


def simulate(a, rule, seed, redraw=False):
    """Replica averages: composition, volume per atom, kinetic T / T."""
    rng = np.random.default_rng(seed)
    s = rng.integers(0, 2, (n_rep, n_atoms))
    length = np.full(n_rep, 6.2 * n_atoms)
    x = np.tile(6.2 * np.arange(n_atoms), (n_rep, 1))
    p = rng.normal(size=(n_rep, n_atoms, 3)) * np.sqrt(mass[s] * kT)[:, :, None]
    sums = np.zeros((3, n_rep))
    swaps, md_accepted = 0.0, 0.0
    for sweep in range(n_sweep):
        m = mass[s]
        noise = rng.normal(size=p.shape) * np.sqrt(m * kT)[:, :, None]
        p = memory * p + math.sqrt(1 - memory ** 2) * noise
        # velocity Verlet with a Metropolis test; momentum reversed on rejection
        par = pair_parameters(s)
        u = energy(x, length, par)
        px, xn = p[:, :, 0].copy(), x.copy()
        f = force(xn, length, par)
        for _ in range(n_steps):
            px += 0.5 * time_step * f
            xn += time_step * px / m
            f = force(xn, length, par)
            px += 0.5 * time_step * f
        un = energy(xn, length, par)
        dh = un - u + ((px ** 2 - p[:, :, 0] ** 2) / (2 * m)).sum(axis=1)
        ok = np.log(rng.random(n_rep)) < -beta * dh
        x = np.where(ok[:, None], xn, x)
        p[:, :, 0] = np.where(ok[:, None], px, -p[:, :, 0])
        u = np.where(ok, un, u)
        md_ok = ok.mean()
        # identity swaps
        swap_ok = 0.0
        for _ in range(3):
            k = rng.integers(0, n_atoms, n_rep)
            old = s[rows, k]
            new = 1 - old
            sn = s.copy()
            sn[rows, k] = new
            un = energy(x, length, pair_parameters(sn))
            r = mass[new] / mass[old]
            pk = p[rows, k]
            if redraw:
                pn = rng.normal(size=pk.shape) * np.sqrt(mass[new] * kT)[:, None]
            else:
                pn = (r ** a)[:, None] * pk
            logw = beta * delta_mu * (new - old) - beta * (un - u)
            if rule == 'phase space':
                dk = ((pn ** 2).sum(1) / mass[new] - (pk ** 2).sum(1) / mass[old]) / 2
                logw += 3 * a * np.log(r) - beta * dk
            elif rule == 'configurational':
                logw += 1.5 * np.log(r)
            ok = np.log(rng.random(n_rep)) < logw
            s = np.where(ok[:, None], sn, s)
            p[rows, k] = np.where(ok[:, None], pn, pk)
            u = np.where(ok, un, u)
            swap_ok += ok.mean() / 3
        # volume moves, uniform in ln V, momenta unchanged
        par = pair_parameters(s)
        for _ in range(2):
            step = 0.08 * (2 * rng.random(n_rep) - 1)
            ln = length * np.exp(step)
            xn = x * np.exp(step)[:, None]
            un = energy(xn, ln, par)
            logw = (-beta * (un - u) - theta0 * (ln - length)
                    + (n_atoms + 1) * step)
            ok = np.log(rng.random(n_rep)) < logw
            x = np.where(ok[:, None], xn, x)
            length = np.where(ok, ln, length)
            u = np.where(ok, un, u)
        if sweep >= n_burn:
            sums[0] += s.mean(axis=1)
            sums[1] += area * length / n_atoms
            sums[2] += ((p ** 2).sum(axis=2) / mass[s]).mean(axis=1) / (3 * kT)
            swaps += swap_ok
            md_accepted += md_ok
    kept = n_sweep - n_burn
    sums /= kept
    return (sums.mean(axis=1), sums.std(axis=1, ddof=1) / math.sqrt(n_rep),
            swaps / kept, md_accepted / kept)


v_exact = exact_volume(xi2, n_atoms)
odds_wrong = xi2 / (1 - xi2) * ratio21 ** -1.5
xi_wrong = odds_wrong / (1 + odds_wrong)
x_wrong = exact_composition(xi_wrong, n_atoms)
v_wrong = exact_volume(xi_wrong, n_atoms)

runs = {
    'velocity rescaled': simulate(0.5, 'phase space', 11),
    'momentum kept, dK in rule': simulate(0.0, 'phase space', 12),
    'velocity kept, dK in rule': simulate(1.0, 'phase space', 13),
    'momentum redrawn': simulate(0.5, 'configurational', 14, redraw=True),
    'rescaled, mass factor omitted': simulate(0.5, 'no mass factor', 15),
    'velocity kept, dK ignored': simulate(1.0, 'configurational', 16),
}
names = list(runs)
for name in names[:4]:
    mean, err = runs[name][:2]
    assert np.all(np.abs(mean - [x_exact, v_exact, 1.0]) < 4.5 * err), name
mean, err = runs[names[4]][:2]
assert np.all(np.abs(mean - [x_wrong, v_wrong, 1.0]) < 4.5 * err)
assert abs(mean[0] - x_exact) > 10 * err[0]
mean, err = runs[names[5]][:2]
assert mean[2] > 1.03 and mean[2] - 1 > 10 * err[2]
assert runs[names[0]][2] > max(runs[names[1]][2], runs[names[2]][2])

# ---------- printed numbers ----------
kelvin = const.physical_constants['hartree-kelvin relationship'][0]
hartree = const.physical_constants['Hartree energy'][0]
bohr = const.physical_constants['Bohr radius'][0]
print(f"kT = {kT} Eh, T = {kT * kelvin:.1f} K")
print(f"P = {pressure:.1e} Eh/a0^3 = {pressure * hartree / bohr**3 / 1e9:.3f} GPa")
print(f"area A = {area} a0^2, theta = beta P A = {theta0:.4f} 1/a0")
print(f"masses m1, m2 = {mass[0]:.0f}, {mass[1]:.0f} m_e; m2/m1 = {ratio21:.2f}")
print("LJ epsilon 11, 12, 22 =", *eps_pair, "Eh")
print("LJ sigma 11, 12, 22 =", *sig_pair, "a0")
print(f"thermal wavelengths 1, 2 = {wavelength[0]:.5f}, {wavelength[1]:.5f} a0")
print(f"mass factor (m2/m1)^(3/2) = {ratio21**1.5:.4f}")
print(f"mass term 1.5 kT ln(m2/m1) = {1.5 * kT * math.log(ratio21):.6f} Eh")
print(f"input xi2 = {xi2}, mu2 - mu1 = {delta_mu:.6f} Eh")
print(f"gap integrals K11, K12, K22 = {K0[0,0]:.5f}, {K0[0,1]:.5f}, {K0[1,1]:.5f} a0")
print(f"N=5 log sum (common A, V0 factors dropped): labelled {log_direct:.8f},"
      f" fugacity form {log_fugacity:.8f}")
print(f"ideal gas F/P by quadrature = {ideal_F_over_P:.8f}")
print(f"N=6 slope d ln Xi/d xi2: difference {slope:.6f}, formula {slope_formula:.6f}")
print(f"x2 = {x_target} for large N needs xi2 = {xi_target:.5f}")
print(f"there beta mu1, beta mu2 = {mu_semigrand[0]:.4f}, {mu_semigrand[1]:.4f}")
print(f"largest error of canonical beta mu: N=50 {mu_errors[0]:.5f},"
      f" N=200 {mu_errors[1]:.5f}")
print(f"ln F(pure 2)/F(pure 1): integral {log_F_integral:.6f}, pure {log_F_pure:.6f}")
print("large N: xi2, x2, F in Eh/a0^3")
for z in (0.1, 0.3, 0.5, 0.6, 0.7, 0.9):
    lam, comp = large_system(z)
    print(f"  {z:.1f}  {comp:.4f}  {kT / (area * lam):.5e}")
print(f"heat per round trip, kT: v kept {heat[1.0]:.4f}, p kept {heat[0.0]:.4f}")
print(f"simulation: N = {n_atoms}, replicas {n_rep}, sweeps {n_sweep}, burn-in {n_burn}")
print(f"MD: time step {time_step} a.u., {n_steps} steps per sweep,"
      f" momentum memory {memory}")
print(f"exact N=6: x2 = {x_exact:.5f}, V/N = {v_exact:.3f} a0^3")
print(f"predicted without mass factor: xi2 = {xi_wrong:.5f},"
      f" x2 = {x_wrong:.5f}, V/N = {v_wrong:.3f} a0^3")
print("runs: x2 (error), V/N in a0^3 (error), Tkin/T (error), swap and MD acceptance")
for name, (mean, err, swap_rate, md_rate) in runs.items():
    print(f"  {name}: {mean[0]:.4f} ({err[0]:.4f}), {mean[1]:.2f} ({err[1]:.2f}),"
          f" {mean[2]:.4f} ({err[2]:.4f}), {swap_rate:.3f}, {md_rate:.3f}")
print("tests ok")
```

It prints:

```
kT = 0.004 Eh, T = 1263.1 K
P = 1.0e-04 Eh/a0^3 = 2.942 GPa
area A = 25.0 a0^2, theta = beta P A = 0.6250 1/a0
masses m1, m2 = 50000, 125000 m_e; m2/m1 = 2.50
LJ epsilon 11, 12, 22 = 0.01 0.011 0.008 Eh
LJ sigma 11, 12, 22 = 5.0 5.15 5.3 a0
thermal wavelengths 1, 2 = 0.17725, 0.11210 a0
mass factor (m2/m1)^(3/2) = 3.9528
mass term 1.5 kT ln(m2/m1) = 0.005498 Eh
input xi2 = 0.6, mu2 - mu1 = -0.003876 Eh
gap integrals K11, K12, K22 = 0.41544, 0.46733, 0.23872 a0
N=5 log sum (common A, V0 factors dropped): labelled 27.56079349, fugacity form 27.56079349
ideal gas F/P by quadrature = 1.00000000
N=6 slope d ln Xi/d xi2: difference -3.081186, formula -3.081186
x2 = 0.4 for large N needs xi2 = 0.48929
there beta mu1, beta mu2 = -8.1725, -9.5897
largest error of canonical beta mu: N=50 0.01089, N=200 0.00284
ln F(pure 2)/F(pure 1): integral 0.554067, pure 0.554067
large N: xi2, x2, F in Eh/a0^3
  0.1  0.1098  3.78136e-04
  0.3  0.2722  3.79341e-04
  0.5  0.4071  3.98661e-04
  0.6  0.4750  4.16739e-04
  0.7  0.5493  4.43123e-04
  0.9  0.7629  5.46058e-04
heat per round trip, kT: v kept 1.3500, p kept 1.3500
simulation: N = 6, replicas 1000, sweeps 450, burn-in 100
MD: time step 200.0 a.u., 6 steps per sweep, momentum memory 0.7
exact N=6: x2 = 0.47675, V/N = 153.739 a0^3
predicted without mass factor: xi2 = 0.27509, x2 = 0.25555, V/N = 151.806 a0^3
runs: x2 (error), V/N in a0^3 (error), Tkin/T (error), swap and MD acceptance
  velocity rescaled: 0.4762 (0.0004), 153.66 (0.08), 1.0001 (0.0009), 0.689, 0.992
  momentum kept, dK in rule: 0.4751 (0.0005), 153.51 (0.07), 1.0005 (0.0009), 0.509, 0.992
  velocity kept, dK in rule: 0.4768 (0.0005), 153.78 (0.08), 0.9999 (0.0009), 0.510, 0.992
  momentum redrawn: 0.4769 (0.0004), 153.73 (0.09), 0.9987 (0.0008), 0.688, 0.992
  rescaled, mass factor omitted: 0.2546 (0.0004), 151.79 (0.08), 1.0005 (0.0010), 0.511, 0.991
  velocity kept, dK ignored: 0.4784 (0.0004), 154.54 (0.08), 1.1610 (0.0012), 0.691, 0.992
tests ok
```
